\section*{Buckling strain of a silicon nanosheet clamped at both ends}

\section{Problem}

A silicon nanosheet has been released from the layers above and below it. It is $t=5$ nm thick, $b=20$ nm wide and $L=100$ nm long, and both ends are built into rigid anchors. The flat sheet carries a uniform compressive strain $\varepsilon$ along its length, counted positive in compression and measured from the stress-free length of the silicon. The long side edges are free. Using Euler beam theory, show that the sheet buckles at a strain of about 0.8 percent. Then find how far its middle moves if the strain is 1 percent.

The strain $\varepsilon$ is that of the released sheet while it is still flat, after any movement of the anchors. It may differ from the strain before release. During buckling the distance between the anchors stays fixed.

\section{A tempting solution}

Let $w(x)$ be the sideways displacement, $E$ Young's modulus along the sheet, $A=bt$ the cross-section and $I=bt^3/12$ its second moment of area. The anchors push on the sheet with a force $P=EA\varepsilon$. Where the sheet has moved aside by $w$, this force has lever arm $w$, and the bending moment must balance it:
\begin{equation}
EI\,w''=-Pw .
\label{eq:pinned}
\end{equation}
The sheet is held at both ends, so $w(0)=w(L)=0$. The smallest force that allows a nonzero solution belongs to half a sine wave, $w=a\sin(\pi x/L)$. Inserting it gives $P=\pi^2EI/L^2$, hence
\begin{equation}
\varepsilon=\frac{P}{EA}=\frac{\pi^2 I}{AL^2}=\frac{\pi^2t^2}{12L^2}
=\frac{9.87\times0.0025}{12}\approx0.21\,\% .
\end{equation}
This is a quarter of the strain that was to be shown.

\section{Where it fails}

The half sine has slope $w'(0)=\pi a/L$ at the anchor. A hinge would allow this, but a built-in end does not: the sheet must leave the anchor in the direction in which it enters it. The conditions are therefore
\begin{equation}
w(0)=w(L)=0,\qquad w'(0)=w'(L)=0 .
\label{eq:clamps}
\end{equation}

Equation~\eqref{eq:pinned} has the same fault. To hold the slope at zero, the anchor must exert a moment $M_0$ on the sheet, and the balance should read
\begin{equation}
EI\,w''=M_0-Pw .
\label{eq:moment}
\end{equation}
Leaving out $M_0$ turns the clamps into hinges. The calculation above is correct for a hinged sheet, which is a different problem.

\section{Solution for built-in ends}

\subsection{The energy}

An energy argument gives the threshold and also the state beyond it. Let $u(x)$ be the lengthwise displacement from the flat compressed state. A piece of length $dx$ acquires the length
\begin{equation}
\sqrt{(1+u')^2+w'^2}\,dx\approx\left(1+u'+\tfrac12w'^2\right)dx ,
\end{equation}
for small slopes. The piece already had strain $-\varepsilon$. Products of small strains are dropped, so the strain of the mid-plane is
\begin{equation}
e=-\varepsilon+u'+\tfrac12w'^2 .
\end{equation}
Here $e$ is negative in compression.

At height $z$ above the mid-plane, bending changes the strain to $e-zw''$. The faces and side edges are free, so the stress is $E$ times this strain, and the energy per volume is $\tfrac12E(e-zw'')^2$. Over the cross-section the term linear in $z$ integrates to zero, while $z^2$ integrates to $I$. Therefore
\begin{equation}
U=\int_0^L\left(\tfrac12EA\,e^2+\tfrac12EI\,w''^2\right)dx .
\label{eq:energy}
\end{equation}
Compression favours bowing, because a bowed sheet has more length between the anchors. Bending opposes it.

\subsection{Removing the lengthwise displacement}

Write $\langle\cdot\rangle$ for the average over the length. Since $u$ vanishes at both anchors, $\langle u'\rangle=[u(L)-u(0)]/L=0$, and
\begin{equation}
\langle e\rangle=-\varepsilon+s,\qquad s=\tfrac12\langle w'^2\rangle\ge0 .
\end{equation}
The number $s$ is the relative length gained by bowing. The average of a square is at least the square of the average,
\begin{equation}
\langle e^2\rangle=\langle e\rangle^2+\langle(e-\langle e\rangle)^2\rangle\ge(\varepsilon-s)^2 ,
\label{eq:mean}
\end{equation}
with equality when $e$ is uniform. That requires $u'=s-\tfrac12w'^2$, whose average is zero, so a suitable $u$ exists for every $w$.

\subsection{The least bending}

How little bending energy can a given $s$ cost? Let $v=w'$ be the slope. By \eqref{eq:clamps} it is zero at both ends, so it can be repeated with period $L$ without a jump. Its average is $[w(L)-w(0)]/L=0$. Its Fourier series thus has no constant term:
\begin{equation}
v=\sum_{n\ge1}\left(\alpha_n\cos\frac{2\pi nx}{L}+\beta_n\sin\frac{2\pi nx}{L}\right).
\end{equation}
Because there is no jump, the series may be differentiated term by term, which multiplies the squared amplitude of term $n$ by $(2\pi n/L)^2$. Averaging the squares gives
\begin{equation}
\langle v'^2\rangle=\frac12\sum_{n\ge1}\left(\frac{2\pi n}{L}\right)^2(\alpha_n^2+\beta_n^2)
\ge\frac{4\pi^2}{L^2}\langle v^2\rangle .
\label{eq:fourier}
\end{equation}
Equality needs $n=1$ alone, and $v(0)=0$ then removes the cosine. The best slope is proportional to $\sin(2\pi x/L)$. Integrating from $w(0)=0$ and calling the midpoint deflection $a$,
\begin{equation}
w=\frac a2\left(1-\cos\frac{2\pi x}{L}\right).
\label{eq:shape}
\end{equation}

The slope of the half sine, $\cos(\pi x/L)$, has opposite values at the two ends. It jumps when repeated, so \eqref{eq:fourier} does not apply to it. Its ratio $\langle v'^2\rangle/\langle v^2\rangle$ is $\pi^2/L^2$, four times smaller. This is the factor lost in the tempting solution.

\subsection{The threshold}

Divide \eqref{eq:energy} by $EAL$ and use \eqref{eq:mean} and \eqref{eq:fourier}, with $\langle w'^2\rangle=2s$:
\begin{align}
\frac{U}{EAL}&=\frac12\langle e^2\rangle+\frac{I}{2A}\langle w''^2\rangle\\
&\ge\frac12(\varepsilon-s)^2+\frac{I}{2A}\,\frac{4\pi^2}{L^2}\,2s
=\frac12(\varepsilon-s)^2+\varepsilon_c s ,
\label{eq:bound}
\end{align}
where, since $I/A=t^2/12$,
\begin{equation}
\varepsilon_c=\frac{4\pi^2I}{AL^2}=\frac{\pi^2t^2}{3L^2}.
\label{eq:result}
\end{equation}
The shape \eqref{eq:shape} with the matching $u$ reaches the bound for every $s\ge0$, so it remains to minimise the right side of \eqref{eq:bound} over $s$. Its derivative is $s-(\varepsilon-\varepsilon_c)$.

If $\varepsilon\le\varepsilon_c$, the derivative is nowhere negative for $s\ge0$, and the flat sheet, $s=0$, has the lowest energy. If $\varepsilon>\varepsilon_c$, the energy falls as soon as the sheet bows, and the minimum lies at $s=\varepsilon-\varepsilon_c$. Thus $\varepsilon_c$ is the buckling strain. For the given sheet,
\begin{equation}
\varepsilon_c=\frac{\pi^2}{3}\left(\frac{5}{100}\right)^2=3.290\times0.0025=0.00822\approx0.82\,\% ,
\end{equation}
as was to be shown.

The corrected moment balance agrees. With \eqref{eq:shape} and $k=2\pi/L$, equation~\eqref{eq:moment} becomes
\begin{equation}
\tfrac12EIak^2\cos kx=M_0-\tfrac12Pa+\tfrac12Pa\cos kx .
\end{equation}
The cosine terms give $P=EIk^2=4\pi^2EI/L^2$, and the constants give $M_0=Pa/2$, the moment that the tempting solution omitted.

\subsection{Beyond the threshold}

The slope of \eqref{eq:shape} is $(\pi a/L)\sin(2\pi x/L)$, and the average of the squared sine is $1/2$. Hence $s=\pi^2a^2/(4L^2)$, and $s=\varepsilon-\varepsilon_c$ gives
\begin{equation}
a=\frac{2L}{\pi}\sqrt{\varepsilon-\varepsilon_c}.
\label{eq:amplitude}
\end{equation}
At 1 percent strain,
\begin{equation}
a=\frac{200\ \mathrm{nm}}{\pi}\sqrt{0.0100-0.00822}\approx2.7\ \mathrm{nm},
\end{equation}
about half the thickness. The steepest slope is $\pi a/L\approx0.08$, which is small, as assumed. The deflection depends on a small difference of strains, however, so the dropped products of small strains can change it by a few percent. The sheet may bow up or down with equal energy.

The mid-plane strain is now $e=-\varepsilon+s=-\varepsilon_c$. In this model a buckled sheet keeps an average compression of 0.82 percent however much more was imposed, and bowing takes up the excess.

As a test of the derivation, the energy \eqref{eq:energy} was minimised numerically over polynomial $u$ and $w$, without assuming the cosine. The sheet stayed flat at 0.7 and 0.8 percent. At 1 percent it bowed by 2.68 nm and kept a compression of 0.822 percent.

\section{Reading the result}

Young's modulus has cancelled from \eqref{eq:result} because it scales stretching and bending alike. The width has cancelled because both stiffnesses are proportional to it. What matters is the ratio $t/L$: halving the thickness, or doubling the length, divides the threshold by four. Solved for the length, \eqref{eq:result} says that an ideal sheet stays flat at strain $\varepsilon$ if
\begin{equation}
L\le\frac{\pi t}{\sqrt{3\varepsilon}} .
\end{equation}
For $t=5$ nm and 1 percent this is about 91 nm.

The sheet could also bend within its own plane. Then $b$ takes the place of $t$, and the formula gives 13.2 percent. Linear beam theory is unreliable there, but the sheet clearly buckles through its thickness first.

The modulus does enter the force. Rough elastic constants of silicon ($C_{11}=166$, $C_{12}=64$, $C_{44}=80$ GPa) give $E=170$ GPa for a sheet lying along $[110]$ with a $(001)$ face. At the threshold the stress is $E\varepsilon_c=1.40$ GPa, and the force is
\begin{equation}
P=EA\varepsilon_c=170\times(20\times5)\times0.00822\approx140\ \mathrm{nN},
\end{equation}
since $1\ \mathrm{GPa\,nm^2}=1$ nN.

\section{How far the ideal value can be trusted}

Each effect below is treated separately, with the rest of the ideal model kept. There are two exceptions: the calculation for yielding anchors also includes shear, and the wide sheet differs in width and sideways strain.

\paragraph{Shear.} Beam theory lets the sheet bend but not shear. In the bowed sheet the force $P$ has a component of about $Pw'$ across the sheet, which causes a shear angle of about $Pw'/(GA)$, with $G=C_{44}$. Relative to the slope this is $\varepsilon_cE/G\approx1.7$ percent, and the added compliance should lower the threshold by a similar fraction. A two-dimensional elastic calculation with rigid clamps gives 0.808 percent, which is 1.8 percent below the Euler value in relative terms. In it the compression acts only on the sideways displacement. Letting it act on the lengthwise displacement as well, a term of the same order as the dropped products of small strains, gives 0.801 percent, so the third digit depends on such terms. For a sheet twice as long the relative difference is 0.4 percent, so beam theory improves as the sheet becomes more slender.

\paragraph{Yielding anchors.} Real anchors turn a little, which brings the clamp one step towards a hinge. With silicon blocks 25 nm long and 25 nm high at each end, fixed at their outer faces, the two-dimensional calculation gives about 0.75 percent (0.749 on the mesh of the listed output, falling to about 0.747 on finer meshes because of the sharp corners), compared with 0.808 percent for rigid clamps. The initial compression was kept in the sheet alone, so this is an estimate. Here the anchors matter more than shear.

\paragraph{Surface stress.} Let each of the four long faces carry a surface stress $\tau$ along the length, positive in tension. Any surface stress across the length, which acts through sideways contraction, is left out; an equal stress across the length would reduce the shift found below from 0.29 to 0.26 percent. Together the four faces pull with the force $2\tau(b+t)$, which adds $2\tau(b+t)L\langle e\rangle$ to the energy. Divided by $EAL$, and with $\langle e\rangle=-\varepsilon+s$, this adds a constant and the term $gs$ to \eqref{eq:bound}, where
\begin{equation}
g=\frac{2\tau(b+t)}{Ebt}=\frac{2\times1\times25}{170\times100}\approx0.29\,\%
\end{equation}
for a rough magnitude of 1 N/m (1 N/m is 1 GPa\,nm). The threshold becomes $\varepsilon_c+g$: 1.12 percent for tensile and 0.53 percent for compressive surface stress. This is the largest shift of the threshold found here, and its sign is that of the surface stress.

\paragraph{Nonlinear elasticity.} Suppose that silicon stiffens in compression as $\sigma=E\varepsilon(1+3\varepsilon)$, where the 3 is a rough coefficient. A slight bend of the compressed sheet feels the slope of this curve, $E(1+6\varepsilon)$. Setting $\sigma A$ equal to $4\pi^2I/L^2$ times that slope gives
\begin{equation}
\varepsilon(1+3\varepsilon)=\varepsilon_c(1+6\varepsilon),
\end{equation}
with the solution $\varepsilon\approx0.84$ percent.

\paragraph{A wide sheet.} A sheet much wider than it is long cannot relax sideways. Let it be compressed equally in both in-plane directions and bend without sideways curvature. If $Q$ is the stress per unit lengthwise strain at fixed width, bending is governed by $Q$. An equal sideways strain adds $\nu Q\varepsilon$ to the lengthwise stress, where $\nu=0.061$ is the in-plane Poisson ratio for these directions. The threshold for this shape follows from $Q(1+\nu)\varepsilon=Q\varepsilon_c$, so that $\varepsilon=\varepsilon_c/(1+\nu)=0.775$ percent. This is only an upper limit for the wide sheet. The true threshold is the lowest over all shapes, and the sideways compression also favours shapes that vary across the width, which were excluded here. For unbounded width, allowing a sinusoidal variation across the sheet lowers the threshold to about 0.67 percent, at a sideways wavelength of about twice the length.

\paragraph{Heat and initial bow.} At 300 K the middle of the unstrained sheet moves by 0.025 nm (root mean square), far less than the 2.7 nm found above. Compression softens the sheet, however, and an estimate with the shape \eqref{eq:shape} alone gives about 0.3 nm at the threshold, which slightly blurs the onset. An initial bow is more serious. Let the stress-free sheet have the shape \eqref{eq:shape} with midpoint height $a_0$. To second order in the heights, the energy that depends on $a$ is proportional to
\begin{equation}
\varepsilon_c(a-a_0)^2-\varepsilon(a^2-a_0^2),
\end{equation}
because bending is counted from the initial shape and $s$ measures the length gained since then. Setting the derivative to zero gives
\begin{equation}
a=\frac{a_0}{1-\varepsilon/\varepsilon_c}\qquad(\varepsilon<\varepsilon_c).
\end{equation}
The growth of the bow relieves the strain $\pi^2(a^2-a_0^2)/(4L^2)=\tfrac34\varepsilon_c(a^2-a_0^2)/t^2$, which was neglected here. The formula therefore holds while $(a/t)^2$ is much smaller than $1-\varepsilon/\varepsilon_c$, a condition that becomes stricter towards the threshold. A very slight bow has thus doubled at half the threshold strain, whereas a bow comparable to the thickness grows by a smaller factor, because its growth soon relieves the compression. A sheet with an initial bow has no sharp onset. If the bow is very slight, the deflection rises steeply near $\varepsilon_c$, where the second-order energy no longer suffices. If the bow is comparable to the thickness, the deflection grows gradually and shows no marked change there.

\paragraph{Real devices.} A thickness near 5 nm and a width of some tens of nanometres are typical of silicon nanosheet transistors. A free length of 100 nm is long for a scaled logic device, where a few tens of nanometres is more usual. For 30 nm, equation~\eqref{eq:result} gives about 9 percent. That lies outside the range of linear beam theory, but it indicates that such short sheets have a wide margin at strains near 1 percent. At such strains, long test structures and long-channel devices are the ones at risk. Real sheets break the assumptions of rigid anchors and stress-free surfaces. By the estimates above, the first, together with shear, lowers the threshold to about 0.75 percent, and the second, for surface stresses of up to 1 N/m of either sign, can move it anywhere between about 0.5 and 1.1 percent. The value 0.82 percent is thus the answer for the ideal Euler sheet, and a design that relies on flatness at a similar strain needs the anchor stiffness, the surface stress and the initial bow of the actual sheet. The numerical output lists the main values used here.

\section*{Numbers as computed}
\begin{verbatim}
thickness: 5 nm
width: 20 nm
length: 100 nm
rough C11, C12, C44: 166, 64, 80 GPa
Young's modulus along [110]: 170 GPa
in-plane Poisson ratio: 0.061
Euler buckling strain: 0.822 %
same from polynomial trial shapes: 0.822 %
lowest bending ratio times L^2: 39.4784
strain to buckle in the sheet's plane: 13.2 %
stress at threshold: 1.40 GPa
force at threshold: 140 nN
applied strain in example: 1.00 %
midpoint deflection there: 2.68 nm
remaining compressive strain there: 0.822 %
Thresholds with one neglected effect restored:
2D elasticity, rigid clamps: 0.808 %
2D elasticity, silicon anchor blocks: 0.749 %
2D/Euler ratio, rigid clamps, L/t = 20: 0.9822
2D/Euler ratio, rigid clamps, L/t = 40: 0.9962
rough surface stress magnitude: 1.0 N/m
surface-stress shift of threshold: 0.29 %
with tensile surface stress: 1.12 %
with compressive surface stress: 0.53 %
rough nonlinear coefficient: 3
with nonlinear elasticity: 0.843 %
wide sheet under biaxial strain: 0.775 %
temperature: 300 K
rms thermal midpoint motion, unstrained: 0.025 nm
\end{verbatim}
